# Why irreversible island nucleation slows: island number, size and pair correlations

## Definitions and conventions

Atoms land on a flat square lattice at a rate \(F\) per site. Lengths are in lattice spacings and densities are per site. A lone atom, or adatom, hops at rate \(D\) in each of four directions. Its mean square displacement is then \(4Dt\), so \(D\) is also its diffusion coefficient, in site areas per second.

The adatom density is \(n\), the island density is \(N\), and \(J=dN/dt\) is the nucleation rate per site. The deposited coverage is \(\theta=Ft\), and \(\phi\) is the area fraction covered by islands. Two adatoms that meet form an immobile dimer that never dissociates; this is what irreversible means here. Desorption and coalescence are left out.

Encounters are first described in mean field, with dimensionless capture numbers: \(\sigma\) for an island and \(\sigma_1\) for an adatom. One adatom is captured by islands at rate \(\sigma DN\). Two adatoms approach each other with relative diffusion coefficient \(2D\), so one adatom meets others at rate \(2\sigma_1Dn\). Multiplying by \(n\) counts every meeting twice, once for each partner. Hence

\[
J=\tfrac12(2\sigma_1Dn)n=\sigma_1Dn^2 .
\]

Each nucleation removes two adatoms. While islands cover little area,

\[
\frac{dn}{dt}=F-2J-\sigma DnN,\qquad \frac{dN}{dt}=J .
\]

The three terms for \(n\) are deposition, loss to new dimers and capture by existing islands.

## Nucleation without island capture

At the start \(n\approx Ft\), so \(J\approx\sigma_1DF^2t^2\). Nucleation speeds up at first.

Suppose that islands formed but captured nothing. The balance would be \(dn/dt=F-2\sigma_1Dn^2\). The density would rise until \(2\sigma_1Dn^2=F\), and the nucleation rate would settle at \(J=F/2\). Loss to dimers can therefore stop the initial rise, but it cannot produce a lasting decline. The decline needs the third term, capture by islands.

## The contribution of island number

Solve the adatom balance for \(n\) without approximation:

\[
n=\frac{F-2J-dn/dt}{\sigma DN}.
\]

If \(2J\ll F\) and \(|dn/dt|\ll F\), deposition is balanced by capture and \(n\approx F/(\sigma DN)\). Substitution into \(J=\sigma_1Dn^2\) gives

\[
J_0=\sigma_1D\left(\frac{F}{\sigma DN}\right)^2
=\frac{\sigma_1F^2}{D\sigma^2N^2}.
\]

Doubling the island density halves the time for which an adatom stays free, and so halves \(n\). Nucleation needs two adatoms, so its rate falls by four. The power \(-2\) requires \(\sigma\) and \(\sigma_1\) to stay fixed as \(N\) changes.

The neglected terms can be weighed. Keeping \(2J\) multiplies \(n\) by \(1-2J/F\), so to first order

\[
J\approx J_0\left(1-\frac{2J}{F}\right)^2\approx J_0\left(1-\frac{4J}{F}\right).
\]

For the other term, \(n\propto1/N\) gives \(dn/dt=-nJ/N\). Its size relative to \(F\) is \((n/N)(J/F)\), smaller than \(J/F\) by the factor \(n/N\). The approximation therefore improves as nucleation slows.

With constant capture numbers, \(dN/dt=J_0\) can be integrated. Multiply by \(N^2\), and neglect the integration constant set by the initial transient:

\[
\frac{N^3}{3}=\frac{\sigma_1F^2t}{D\sigma^2},
\qquad
N=\left(\frac{3\sigma_1F\theta}{D\sigma^2}\right)^{1/3}.
\]

Thus \(N\propto\theta^{1/3}\) and \(J\propto\theta^{-2/3}\).

### Numbers for point islands

Take the round parameters \(F=0.01\) per site per second, \(D=10^5\) site areas per second, \(\sigma_1=3\) and \(\sigma=7\). Then \(D/F=10^7\). The idealized point islands considered here capture atoms without growing sideways. Their capture number would still change slowly with \(N\); holding \(\sigma\) fixed ignores this. At \(\theta=0.1\) the cube-root law gives

\[
N=\left(\frac{3\times3\times0.1}{10^7\times49}\right)^{1/3}
=1.22\times10^{-3}\ \text{per site}.
\]

Integrating the two rate equations numerically, with an implicit Runge–Kutta method, gives \(N=1.21\times10^{-3}\) and \(n=1.17\times10^{-5}\) per site. The integrated nucleation rate is \(4.14\times10^{-5}\) per site per second. The formula for \(J_0\), evaluated at the integrated \(N\), gives \(4.21\times10^{-5}\). The difference is 1.6% of \(J_0\). The predicted correction is \(4J/F=4\times4.14\times10^{-3}\), or 1.7%.

The correction also shifts the measured power. Since \(J/F\) itself falls nearly as \(N^{-2}\),

\[
\frac{d\ln J}{d\ln N}\approx-2-4\frac{d(J/F)}{d\ln N}\approx-2+\frac{8J}{F}.
\]

Between \(\theta=0.03\) and \(0.15\) the integrated run has an average power of \(-1.955\). With \(D/F=10^9\) it is \(-1.990\). At fixed coverage \(J/F=dN/d\theta\) scales as \((D/F)^{-1/3}\), so the departure from \(-2\) should shrink by \(100^{1/3}\approx4.6\). It shrinks from 0.045 to 0.010, in agreement.

To isolate the cause, start from the state at \(\theta=0.01\) and hold the island density in the capture term at its value there. New islands may form but do not capture. At \(\theta=0.1\) the nucleation rate is then 0.998 of its value at \(\theta=0.01\). With the real, growing island density it is 0.21 of that value. In this model the slowing after \(\theta=0.01\) comes from the added islands.

## The same power without an assumed island capture number

Real islands have edges, and adatoms are scarcer near them. Let \(n(\mathbf r)\) now vary in space. If nucleation uses few atoms and the density adjusts quickly, then between islands

\[
D\nabla^2n=-F,\qquad n=0\ \text{at island edges}.
\]

The second condition says that an adatom reaching an edge is incorporated at once. The mean nucleation rate is \(J=\sigma_1D\langle n^2\rangle\), where the average is over the whole surface and \(n=0\) on islands.

Enlarge the whole arrangement, islands and gaps alike, by a factor \(\lambda\). The new density is \(n'(\mathbf r)=\lambda^2n(\mathbf r/\lambda)\). Two derivatives bring a factor \(\lambda^{-2}\), which cancels \(\lambda^2\), so \(D\nabla^2n'=-F\) still holds. The new density also vanishes at the enlarged edges. Consequently

\[
\langle n'^2\rangle=\lambda^4\langle n^2\rangle,\qquad N'=\lambda^{-2}N,
\]

and \(\langle n^2\rangle\propto N^{-2}\). The islands need not be ordered or circular. They must keep the same relative arrangement and hence the same \(\phi\). At given \(F\), \(D\), \(\sigma_1\) and relative arrangement, the inverse-square law thus follows from diffusion, with no capture number assumed for the islands. Equal coverage alone is not enough: islands gathered in clusters leave wider gaps, where more adatoms collect.

## The contribution of island size

During a single growth run, \(\phi\) does not stay fixed. To find its effect, give each island of radius \(a\) a circular cell of radius \(R_c\) and area \(\pi R_c^2=1/N\). Then \(\phi=a^2/R_c^2\). By symmetry between neighbours, no net flux crosses the outer boundary. Equal cells of this kind describe evenly spaced islands. On a disordered surface the widest gaps dominate \(\langle n^2\rangle\), which is then larger than the cell gives and less sensitive to island size.

The radial equation is \((1/r)\,d(r\,dn/dr)/dr=-F/D\). One integration, with \(dn/dr=0\) at \(R_c\), gives

\[
\frac{dn}{dr}=\frac{F}{2D}\left(\frac{R_c^2}{r}-r\right).
\]

A second integration from \(r=a\), where \(n=0\), gives

\[
n=\frac{F}{4D}\left[2R_c^2\ln\frac ra-r^2+a^2\right].
\]

Put \(x=r^2/R_c^2\) and use \(R_c^2=1/(\pi N)\):

\[
n=\frac{F}{4\pi DN}\,g(x),\qquad
g(x)=\ln\frac{x}{\phi}-x+\phi .
\]

An area average over the cell is an integral over \(x\), because \(2\pi r\,dr/(\pi R_c^2)=dx\). With \(L=-\ln\phi\), the mean of \(g\) is

\[
\begin{aligned}
A&=\int_\phi^1g\,dx=(L-1+\phi)-\frac{(1-\phi)^2}{2}\\
&=L-\frac32+2\phi-\frac{\phi^2}{2}.
\end{aligned}
\]

The mean density is \(\bar n=FA/(4\pi DN)\). Each island receives by diffusion all atoms landing on the free part of its cell, \(F(1-\phi)/N\) per second. Setting this equal to \(\sigma D\bar n\) gives

\[
\sigma=\frac{4\pi(1-\phi)}{A}.
\]

For the mean square, write \(\ell=\ln(x/\phi)\) and expand \(g^2=\ell^2-2\ell(x-\phi)+(x-\phi)^2\). Integration by parts gives

\[
\begin{aligned}
\int_\phi^1\ell^2dx&=L^2-2L+2-2\phi,\\
\int_\phi^1\ell(x-\phi)dx&=\frac L2-\phi L-\frac14+\phi-\frac{3\phi^2}{4},\\
\int_\phi^1(x-\phi)^2dx&=\frac{(1-\phi)^3}{3}.
\end{aligned}
\]

The first line, minus twice the second, plus the third, is

\[
\begin{aligned}
B={}&L^2-3L+\frac52+2\phi L-4\phi\\
&+\frac{3\phi^2}{2}+\frac{(1-\phi)^3}{3}.
\end{aligned}
\]

Therefore

\[
J=\frac{\sigma_1F^2}{16\pi^2DN^2}\,B(\phi).
\]

Island number enters through \(N^{-2}\), and relative island size through \(B\). As \(\phi\to0\), \(L\) grows without limit and the ratios \(A/L\) and \(\sqrt B/L\) slowly approach 1. Then \(\sigma\approx4\pi/L\) and \(B/A^2\to1\), so \(J_0\) is recovered. At \(\phi=0.1\), \(A=1.00\) and \(B=1.21\). The uneven density then makes nucleation \(B/A^2\approx1.22\) times as fast as the mean density alone would suggest.

### The sensitivity to size

Differentiate \(B=\int_\phi^1g^2dx\). The lower limit contributes nothing because \(g(\phi)=0\), and \(\partial g/\partial\phi=1-1/\phi\). Hence

\[
\frac{dB}{d\phi}=-2\left(\frac1\phi-1\right)A,
\qquad
\frac{d\ln B}{d\ln\phi}=-\frac{2(1-\phi)A}{B}.
\]

Larger islands lower the nucleation rate even at fixed \(N\). This also settles a second case, in which surfaces carry islands of one fixed radius at different densities. There \(\phi=\pi a^2N\), and the power of \(N\) is \(-2-2(1-\phi)A/B\). For small \(\phi\) it tends to \(-2-2/L\), steeper than \(-2\).

## Weighing number against size in one run

Let every atom that is not an adatom belong to an island one layer high, so \(\phi=\theta-n\). Atoms landing on top of an island are assumed to join its edge. The balances become

\[
\begin{aligned}
\frac{dn}{dt}&=F(1-\phi)-2J-\sigma DnN,\\
\frac{dN}{dt}&=J=\sigma_1D\frac{B}{A^2}n^2,
\end{aligned}
\]

where \(n\) is the mean density. The cell expressions for \(\sigma\), \(A\) and \(B\) are used throughout. This is rough at the very start, when islands are only a few atoms in size.

With the same \(F\), \(D\) and \(\sigma_1\), numerical integration puts the nucleation peak at \(\theta=2.7\times10^{-4}\), after 0.027 s. The peak rate is \(4.3\times10^{-3}\) per site per second, so \(2J/F=0.86\). New dimers still take most of the deposited atoms at the peak, and the inverse-square law does not yet apply. Islands then hold only about two atoms on average, so the position and height of the peak are rough estimates. Later values are:

| \(\theta\) | \(N\) per site | \(\sigma\) | \(J/J_{\text{peak}}\) |
|---|---|---|---|
| 0.01 | \(8.6\times10^{-4}\) | 4.0 | 0.056 |
| 0.02 | \(1.02\times10^{-3}\) | 5.0 | 0.026 |
| 0.1 | \(1.32\times10^{-3}\) | 11.3 | 0.0031 |

From \(\theta=0.02\) to \(0.1\), \(J\) falls by a factor of 8.6. The growth in island number accounts for a factor \((N_{0.1}/N_{0.02})^2=1.67\), and the fall of \(B\) accounts for 5.33. Their product is 8.9, about 4% above the actual factor. The loss to nucleation explains the excess: \(4J/F\) is 4.5% at the earlier coverage and 0.5% at the later one, so the earlier rate is lowered more.

With \(\sigma_1\) held fixed and the islands evenly spaced, as the cell assumes, relative island size, measured by \(\phi\), is therefore the larger cause over this interval. In logarithms, which add where factors multiply, size contributes \(\ln5.33=1.67\) and number \(\ln1.67=0.51\). These weights belong to the cell model. For irregularly placed islands, widening them does less to the widest gaps, so the size factor is smaller and its lead over number narrows.

The local balance shows how the weights shift. Since \(\phi\approx\theta\),

\[
-\frac{d\ln J}{d\ln\theta}\approx
\frac{2\theta J}{FN}+\frac{2(1-\phi)A}{B}.
\]

The first term is the effect of number at fixed \(\phi\), from \(2\,d\ln N/d\ln\theta\); the second is that of the rising covered fraction \(\phi\). At \(\theta=0.02\) they are 0.44 and 0.74. At \(\theta=0.1\) they are 0.20 and 1.48. Since \(\phi=\pi a^2N\), new islands also supply a share \(d\ln N/d\ln\theta\) of the second term: 0.22 at the earlier coverage and 0.10 at the later one. If this share is counted as number, number and radius matter about equally at \(\theta=0.02\), with 0.60 and 0.58, while radius dominates at \(\theta=0.1\), with 0.35 and 1.33. As nucleation dies out, \(N\) hardly changes, while the existing islands keep spreading and deplete the adatoms further.

The statement that growing island density depletes the adatoms is thus correct but incomplete for a single run. Once nucleation takes only a small part of the deposited atoms, a plot of \(J\) against \(N\) along such a run is steeper than \(N^{-2}\), because \(\phi\) rises with \(N\). Near the peak it is flatter.

### Comparing runs at equal coverage

At equal coverage the size factor is common. Putting \(\phi\approx\theta\) in the formula for \(J\) and integrating \(N^2dN\) gives

\[
N^3\approx\frac{3\sigma_1}{16\pi^2}\frac FD\int_0^\theta B(\theta')\,d\theta'.
\]

The integral converges, since \(B\) grows only as \(\ln^2\theta'\) near zero. Hence \(N\propto(F/D)^{1/3}\) at fixed \(\theta\). Raising \(D/F\) from \(10^7\) to \(10^9\) lowers the integrated \(N\) at \(\theta=0.1\) from \(1.32\times10^{-3}\) to \(2.97\times10^{-4}\) per site. The power of \(D/F\) is \(-0.324\), against \(-1/3\) in the limit where nucleation losses and the transient are negligible.

## Is this before coalescence?

Place equal discs of radius \(a\) at random. A disc overlaps another if a second centre lies within \(2a\). The expected number of such centres is \(4\pi a^2N=4\phi\), so the fraction of discs with an overlap is \(1-e^{-4\phi}\).

At \(\theta=0.01\) this fraction is 3.9%, while \(J\) has already fallen to 5.6% of its peak. This first fall, by a factor of about 18, thus precedes widespread coalescence. At \(\theta=0.1\) the random estimate is 33%, which is not small. Real overlaps should be fewer, because \(n\) vanishes at island edges and new islands seldom form there, but the present model does not compute how many. Its results at \(\theta=0.1\) assume that coalescence is still unimportant.

## The contribution of pair correlations

So far \(\sigma_1\) has been constant. Two random walkers in two dimensions make it depend slowly on \(N\). Let them nucleate at separation \(b\), and let their pair density reach the uncorrelated value \(n^2\) at a distance \(\ell_p\). In between, the steady pair density is

\[
p(r)=n^2\frac{\ln(r/b)}{\ln(\ell_p/b)}.
\]

With relative diffusion coefficient \(2D\), the inward flux is \(2D\times2\pi r\,dp/dr=4\pi Dn^2/\ln(\ell_p/b)\). Half of this is \(J\), since each pair is counted twice. Comparison with \(J=\sigma_1Dn^2\) gives

\[
\sigma_1=\frac{2\pi}{\ln(\ell_p/b)} .
\]

A pair survives until an island captures one member. At fixed \(N\), wider islands do this sooner, so \(\ell_p\) falls and \(\sigma_1\) rises. The weights found above for a single run held \(\sigma_1\) fixed, and so overstate the effect of island size, as the even spacing of the cell model also does. At fixed \(\phi\), \(\ell_p\) is proportional to the island spacing \(M=N^{-1/2}\), and

\[
\frac1{\sigma_1}\approx\frac{\ln M+\text{constant}}{2\pi}.
\]

Then \(d\ln\sigma_1/d\ln M=-\sigma_1/(2\pi)\). Because \(\ln M=-\tfrac12\ln N\), \(\sigma_1\) varies locally as \(N^{\sigma_1/(4\pi)}\), and

\[
\frac{d\ln J}{d\ln N}\approx-2+\frac{\sigma_1}{4\pi}.
\]

This can be examined without a mean-field encounter rate. Take a periodic cell of \(M\times M\) sites holding one square island, whose outer rows of sites span \(M/4\) spacings. In the dilute limit at most two adatoms matter at a time. Their joint density on the lattice obeys linear equations, with nucleation when they share a site or are neighbours. These were solved for \(M=12\) and \(24\) by sparse linear algebra, using conjugate gradients for the pairs. Here \(\sigma_1\) is defined as \(J/(D\langle n^2\rangle)\).

The result is \(\sigma_1=2.96\) in the small cell and 2.23 in the large one. The slope of \(2\pi/\sigma_1\) against \(\ln M\) is 0.99, where the leading theory gives 1. The power of \(N\) in \(J\) is \(-1.85\). It combines \(-2.05\) from \(\langle n^2\rangle\), where the departure from \(-2\) reflects the discrete lattice, with \(+0.20\) from \(\sigma_1\). The predicted shift \(\sigma_1/(4\pi)\) runs from 0.24 to 0.18 between the two cells.

Correlations thus weaken the dependence on \(N\) at these high densities, and their effect fades slowly. Extending the logarithmic law to \(N=10^{-6}\), or \(M=1000\), gives \(1/\sigma_1=1/2.23+\ln(1000/24)/(2\pi)\approx1.04\). The shift is then about 0.08.

## Where the inverse square is lost

If adatoms desorb after a mean time \(\tau\), and nucleation uses few of them, the steady balance is \(F=\sigma DnN+n/\tau\), so

\[
J=\sigma_1D\left(\frac{F}{\sigma DN+1/\tau}\right)^2 .
\]

For \(\sigma DN\tau\gg1\) the inverse square remains. For \(\sigma DN\tau\ll1\) the rate is \(\sigma_1DF^2\tau^2\), independent of \(N\), because desorption rather than capture limits the adatom density. Here \(n\approx F\tau\), so the neglect of loss to new dimers requires \(2\sigma_1DF\tau^2\ll1\).

If small clusters dissociate, the power changes. Let clusters of \(i\) atoms be in equilibrium with the adatoms, with density proportional to \(n^i\), and let one more atom make them stable. Then \(J\propto n^{i+1}\), and capture-limited adatoms give \(J\propto N^{-(i+1)}\) at fixed capture numbers. The inverse square is the irreversible case \(i=1\): one factor \(1/N\) for each of the two adatoms that must meet.
